# Two-Band Dielectric Function: What the Lattice Sum Rule Can Certify

On a 12 × 12 mesh of the Brillouin zone, a two-band model of a boron nitride monolayer satisfies its optical sum rule to a relative accuracy of $2.7\times10^{-7}$. On the same mesh its dielectric function, broadened by 0.1 eV, is wrong at some energy between 6 and 18 eV by 1.86 times the height of the main absorption peak. An integral good to six digits comes from a useless spectrum. To see why, and what a convergence test must contain, we build the calculation from its simplest version and repair each failure.

## The model and the naive formula

Hartree atomic units are used in the derivation, eV and nm for the example. The film is a honeycomb layer with lattice constant $a=0.25$ nm and bond length $d=a/\sqrt3=0.1443$ nm. One orbital per atom gives the Bloch Hamiltonian

$$H(\mathbf k)=\begin{pmatrix}\Delta & -tf\\ -tf^* & -\Delta\end{pmatrix},\qquad f(\mathbf k)=\sum_{j=1}^{3}e^{i\mathbf k\cdot\boldsymbol\delta_j},$$

where $\boldsymbol\delta_j$ are the bond vectors $(0,d)$ and $(\pm a/2,-d/2)$. We take $t=2.5$ eV and a gap $2\Delta=7$ eV. The bands are $\pm E$ with $E=\sqrt{\Delta^2+t^2|f|^2}$. The lower band $v$ is filled with two spins, the upper band $c$ is empty, and electrons do not interact. The volume $V$ is the cell area times a nominal thickness $L=0.33$ nm.

A uniform vector potential $A$ along $x$ (with $1/c$ absorbed) acts on charge $-1$ by $H(k_x)\to H(k_x+A)$. This assumes that position is diagonal in the orbitals, with no dipole elements between different orbitals. Primes denote $\partial/\partial k_x$, and $\langle\;\rangle$ is the zone average. The current density is

$$j=-\frac2V\langle H'(k_x+A)\rangle\simeq-\frac2V\langle H'+AH''\rangle .$$

Let $A(t)=Ae^{-izt}+\text{c.c.}$ with $z=\omega+i\eta$ and $\eta>0$, so that the field grows slowly from zero. Write $\Omega=E_c-E_v=2E$ and $v_{cv}=\langle c|H'|v\rangle$. The perturbation $A(t)H'$ mixes in the upper state with amplitude $b$, where $i\dot b=v_{cv}A(t)e^{i\Omega t}$. Integration gives

$$b=-v_{cv}\left[\frac{A e^{i(\Omega-z)t}}{\Omega-z}+\frac{A^*e^{i(\Omega+z^*)t}}{\Omega+z^*}\right].$$

The change of $\langle H'\rangle$ is $b\,v_{cv}^*e^{-i\Omega t}$ plus its conjugate. Its part proportional to $e^{-izt}$ takes the first term of $b$ and the conjugate of the second:

$$-A|v_{cv}|^2\left[\frac1{\Omega-z}+\frac1{\Omega+z}\right]=-A\,\frac{2\Omega|v_{cv}|^2}{\Omega^2-z^2}.$$

The field is $F=-\dot A=izA$, so $\sigma=j/F$ and $\varepsilon=1+4\pi i\sigma/z$ give

$$\varepsilon(z)=1+\frac{8\pi}{Vz^2}\left[\left\langle\frac{2\Omega|v_{cv}|^2}{\Omega^2-z^2}\right\rangle-K\right],\qquad K=\big\langle\langle v|H''|v\rangle\big\rangle. \tag{1}$$

For the continuum kinetic energy $k^2/2$ one has $H''=1$, the inverse electron mass. The naive scheme inserts $K=1$ here too. In the example that adds $-88$ to the real part of $\varepsilon$ at 1 eV, where the correct value is near 2. The insulator then responds like a metal.

## Why the lattice term must replace the free-electron term

The two terms in the bracket of (1) have to cancel at $z=0$, or an insulator would screen a static field like free charge. What they cancel to follows from the band curvature. Shift $k_x$ by $q$ and expand $H(k_x+q)=H+qH'+\tfrac12q^2H''$. To order $q^2$, the energy of the lower band contains $\tfrac12q^2\langle v|H''|v\rangle$ from first-order perturbation theory and $-q^2|v_{cv}|^2/\Omega$ from second order. Hence

$$E_v''=\langle v|H''|v\rangle-\frac{2|v_{cv}|^2}{\Omega}. \tag{2}$$

With an open gap, $E_v'$ is smooth and periodic, so the integral of its derivative over the zone is zero. The average of (2) gives

$$K=S,\qquad S=\left\langle\frac{2|v_{cv}|^2}{\Omega}\right\rangle. \tag{3}$$

In a partly filled band the average over occupied states does not vanish in general. What remains is a real Drude weight, and (3) must not be imposed.

Now put $S$ for $K$ in (1) and subtract under the average:

$$\frac{2\Omega|v_{cv}|^2}{\Omega^2-z^2}-\frac{2|v_{cv}|^2}{\Omega}
=2|v_{cv}|^2\,\frac{\Omega^2-(\Omega^2-z^2)}{\Omega(\Omega^2-z^2)}
=\frac{2|v_{cv}|^2z^2}{\Omega(\Omega^2-z^2)}.$$

The dangerous $z^2$ cancels, which leaves the form to be programmed:

$$\boxed{\;\varepsilon(z)=1+\frac{8\pi}{V}\left\langle\frac{2|v_{cv}|^2}{\Omega(\Omega^2-z^2)}\right\rangle\;} \tag{4}$$

On a finite mesh of $N\times N$ points, (1) and (4) differ by

$$-\frac{8\pi}{Vz^2}(K_N-S_N), \tag{5}$$

a false Drude term. For $N=6$ the residual is $8.55\times10^{-4}$ of $K$, and (5) shifts $\mathrm{Re}\,\varepsilon$ at 1 eV by $-0.053$. Formula (4) has no such term on any mesh, though it can have other mesh errors.

The prefactors were tested by a calculation that uses no interband matrix element. At $t=0$ the vector potential jumps by a small $A_0$, so the field is $-A_0\delta(t)$. Each valence state is then propagated in time with $H(k_x+A_0)$, and the transformed current gives $\sigma$. On a 24 × 24 mesh with $\eta=0.3$ eV, the result at 9 eV is $-0.40566+2.61910i$, against $-0.40566+2.61909i$ from (4). Since both sides use one mesh, this tests the formula and not the convergence.

## The sum rule and what it measures

At large $|z|$, (4) tends to $1-\omega_p^2/z^2$ with $\omega_p^2=8\pi S/V$. It is analytic for $\mathrm{Im}\,z>0$. Consider $\omega[\varepsilon(\omega+i\eta)-1]$ on the real $\omega$ axis, closed by a large upper semicircle. The closed integral is zero. On the arc the function is $-\omega_p^2/\omega$, which contributes $-i\pi\omega_p^2$, so the real axis contributes $+i\pi\omega_p^2$. Reversing $\omega$ turns $z^2$ into its conjugate, so $\omega\,\mathrm{Im}\,\varepsilon$ is even. Half of the imaginary part is

$$\int_0^\infty\omega\,\mathrm{Im}\,\varepsilon(\omega+i\eta)\,d\omega=\frac{\pi}{2}\omega_p^2=\frac{4\pi^2}{V}K, \tag{6}$$

where the last step uses (3). The width $\eta$ has dropped out. Quadrature of the spectrum from the 12 × 12 mesh gives 0.9999997 of the converged right-hand side, both for $\eta=0.1$ eV and for $\eta=0.4$ eV.

This is the first part of the explanation. Equation (6) weighs the whole spectrum and does not ask where the weight lies. On a coarse mesh the spectrum is a row of separate peaks, each carrying its share of the sum.

For this lattice $K$ can be found without any velocities. Each term of $f$ satisfies $(\partial_x^2+\partial_y^2)e^{i\mathbf k\cdot\boldsymbol\delta}=-d^2e^{i\mathbf k\cdot\boldsymbol\delta}$, so $K_{xx}+K_{yy}$ is $-d^2$ times the mean hopping energy. The hopping energy is $t\,\partial E_v/\partial t=-t^2|f|^2/E=-(E^2-\Delta^2)/E$, because the energy derivative with respect to a parameter is the expectation value of the derivative of $H$. Threefold symmetry makes the two directions equal, hence

$$K=\frac{d^2}{2}\left\langle\frac{E^2-\Delta^2}{E}\right\rangle. \tag{7}$$

Equation (7) and the interband sum both give $K=0.4118$. With two spins, the cell therefore responds at high frequency like $2K=0.82$ free electrons, though it holds two. The full sum needs the higher states that the two-band basis lacks. Dipole elements between orbitals on neighbouring atoms, also left out, would change the share 0.82 itself.

For $\Delta\gg t$, $(E^2-\Delta^2)/E\to t^2|f|^2/\Delta$. Since $\langle|f|^2\rangle=3$, $K\to3d^2t^2/(2\Delta)$: electrons locked on one sublattice absorb little within this model.

## Why the integral converges so early

Averaging (2) over the mesh gives $K_N-S_N=\langle E_v''\rangle_N$. Expand the band in lattice vectors, $E_v=\sum_{\mathbf R}E_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}$. On a mesh that contains $\mathbf k=0$, the average of $e^{i\mathbf k\cdot\mathbf R}$ is 1 if both integer components of $\mathbf R$ are multiples of $N$, and 0 otherwise. Two derivatives bring down $-R_x^2$, so

$$K_N-S_N=-\sum_{\mathbf R\in N\times\text{lattice},\,\mathbf R\ne0}R_x^2E_{\mathbf R}. \tag{8}$$

For $N=5$ the residual is $-2.520431\times10^{-3}$ (inverse electron masses), and Fourier coefficients from a 60 × 60 mesh give the same digits in (8).

These coefficients fall exponentially, because $E_v$ is analytic until $E=0$ at complex $\mathbf k$. On the line $k_y=0$, $|f|=|1+2\cos(k_xa/2)|$, and $E=0$ requires $1+2\cos(k_xa/2)=\pm i\Delta/t$. Moving the Fourier integral up to this branch point suggests an envelope $e^{-\kappa N}$ with

$$\kappa=2\left|\mathrm{Im}\arccos\frac{-1+i\Delta/t}{2}\right|=1.407. \tag{9}$$

That this line governs the two-dimensional decay is an assumption, supported by a test. The largest value of $|K_N-S_N|e^{\kappa N}$ for $N=13$ to 19 is 0.98 of that for $N=6$ to 12, while the bare residual falls by many powers of ten.

The branch point also has a real part, which makes the residual oscillate: it is negative at $N=5$ and positive at $N=6$. A single small residual can thus be an accident near a zero crossing, and several successive $N$ should be inspected.

For a small gap, expand (9) about $\arccos(-\tfrac12)$, where the derivative of $\arccos$ has magnitude $2/\sqrt3$. Then $\kappa\to2\Delta/(\sqrt3\,t)$, and more points are needed. At zero gap the exponential is lost. Near the band touching $E_v''$ grows as $1/q$, with $q$ the distance in $\mathbf k$. The nearest mesh cell has a share $N^{-2}$ of the zone and $q\sim1/N$, so a mesh that misses the touching point has an error of order $1/N$.

## Why the spectrum converges late

The integrand of (4) contains a resonance, which (3) lacks. Split it as

$$\frac{2|v_{cv}|^2}{\Omega(\Omega^2-z^2)}=\frac{|v_{cv}|^2}{\Omega^2}\left[\frac1{\Omega-z}+\frac1{\Omega+z}\right],\qquad
\frac1{\Omega-z}=i\int_0^\infty e^{i(\omega-\Omega)t}e^{-\eta t}\,dt .$$

The time integral converges because $\eta>0$. As in (8), the mesh error of the resonant term is a sum of Fourier coefficients at $\mathbf R=N\times$ lattice vector, now of $|v_{cv}|^2\Omega^{-2}e^{-i\Omega t}$. For large $N$ the phase $\mathbf k\cdot\mathbf R\pm\Omega t$ oscillates rapidly and averages out unless it is stationary, which requires $|\nabla_{\mathbf k}\Omega|\,t=|\mathbf R|$. The gradient of $\Omega$ is the relative velocity of electron and hole. A finite mesh is a crystal closed into a ring of $N$ cells, and the error arises when the pair meets again after going round it. If $w$ is the largest relative speed along a lattice vector, the earliest meeting is at $t=Na/w$, and the damping by then is

$$\text{error}\sim e^{-\eta Na/w}\times\text{(slowly varying factor)}. \tag{10}$$

In the example $w/a=3.62$ eV (with $\hbar=1$) and $\eta=0.1$ eV, so the exponent is $N/36.2$. At $N=12$ it is 0.33 and there is almost no suppression, whereas the sum rule at the same $N$ has $\kappa N=16.9$. These two numbers account for the opening observation.

The table gives the relative residual $|K_N-S_N|/K$ beside the largest $|\varepsilon_N-\varepsilon_{768}|$ on a 0.1 eV grid from 6 to 18 eV, divided by the peak of $\mathrm{Im}\,\varepsilon_{768}$. The width is held at 0.1 eV.

| $N$ | sum rule | spectrum |
|---|---|---|
| 6 | $8.55\times10^{-4}$ | 4.1 |
| 12 | $2.7\times10^{-7}$ | 1.9 |
| 24 | $1.4\times10^{-14}$ | 0.64 |
| 48 | rounding | 0.16 |
| 96 | rounding | 0.019 |
| 192 | rounding | $4.7\times10^{-4}$ |

From $N=24$ on, the sum rule has nothing left to say, while the spectral error in this table first falls below $10^{-3}$ at $N=192$, with eight times as many divisions in each direction.

Between $N=192$ and 384 the bare exponent in (10) predicts a fall of the logarithm of the error by 5.3; the measured fall is 6.7. With $\eta$ doubled, the step from 96 to 192 has the same predicted fall, and 6.4 is measured. Over these steps the decay is thus 20 to 30 per cent faster than the bare rate. The cause of this difference was not isolated, so (10) serves as an estimate and not as a fit. Setting the exponential to $10^{-3}$ gives $N=36.2\ln1000=250$, which is cautious here, since $N=192$ already does better. Equation (10) gives the scaling: at fixed bands, half the width needs about twice the $N$.

## An error that neither convergence test sees

Suppose both atoms of the cell are assigned to one point, so that the bond vectors become $0$ and $(\pm a/2,-3d/2)$. This multiplies $f$ by a phase and leaves the bands unchanged. The derivation of (3) used smoothness and periodicity of the band, not the atomic positions, so the sum rule survives. Numerically its relative residual is $4\times10^{-15}$ at $N=24$.

The optical response is nevertheless wrong. By symmetry the three bonds have equal mean hopping energy, so $K_{xx}$ and $K_{yy}$ are proportional to the sums of squared bond components. For the true positions these are $2(a/2)^2=\tfrac32d^2$ along $x$ and $d^2+2(d/2)^2=\tfrac32d^2$ along $y$. For the merged sites the $y$ sum becomes $2(3d/2)^2=\tfrac92d^2$. The computed ratio $yy/xx$ is 1.000 in the first case and 3.000 in the second. In this orientation the comparison exposes the fault. For other shifts in an isotropic layer the whole tensor is needed. The true bond vectors sum to zero, so a false shift $\mathbf s$ of one sublattice adds $3s_is_j$ to the sum of products of bond components $i$ and $j$. If $s_x=\pm s_y$, the two diagonal elements stay equal, and the fault appears in the $xy$ element, which isotropy requires to be zero. Where symmetry does not tie $xx$ to $yy$, even the whole tensor can miss a false shift along an axis, and the positions must be checked directly.

The scheme that survives these failures has four parts:

1. Build $H$, $H'$ and $H''$ with phases of the true atomic positions, and diagonalize $H$ on the mesh.
2. Evaluate $\varepsilon$ from (4), not from (1).
3. Compare $K_N$ with $S_N$ for several $N$, and check that the whole tensor, with its off-diagonal elements, has the symmetry of the crystal.
4. Choose $N$ for the spectrum from (10), then double it at fixed $\eta$ and compare the spectra.

## Reading the spectrum

Absorption starts at the gap, 7 eV, apart from a tail produced by $\eta$: at 2 eV, $\varepsilon=1.91+0.006i$. The zone-edge saddle point has $|f|=1$ and lies at $2\sqrt{3.5^2+2.5^2}=8.60$ eV, and the computed peak is at 8.6 eV, where $\varepsilon=0.22+5.00i$. The highest transition has $|f|=3$ and lies at $2\sqrt{3.5^2+7.5^2}=16.55$ eV. It is at $\mathbf k=0$, where $H'=0$, so it has no strength and gives no peak.

The plasma energy is $\omega_p=7.97$ eV, so the integral (6) is $\tfrac{\pi}{2}(7.974)^2=99.9$ eV². Without broadening, 66 per cent of it lies below 9 eV. An instrument that stops there could not close the sum rule even for a film that obeyed this model.

The static value is 1.86. Written as $1+\omega_p^2/\bar\Omega^2$, it defines a mean transition energy $\bar\Omega=7.974/\sqrt{0.8585}=8.6$ eV. Since $V$ is proportional to $L$, the thickness-independent quantity is $(\varepsilon-1)L=0.28$ nm; a fitted permittivity of a monolayer means little without its assumed thickness.

## The model beside real boron nitride

The lattice constant, hopping and gap are rough typical values for the π bands of a monolayer; the width is a chosen stand-in for lifetime and disorder. Layered boron nitride has an in-plane electronic permittivity of roughly 5, against 1.86 here, so the absent σ bands and other neglected effects are not small corrections.

The independent-pair assumption also fails. To size it, expand $\Omega$ near the gap: $2\sqrt{\Delta^2+u^2q^2}\simeq2\Delta+u^2q^2/\Delta$ with $u=\sqrt3at/2$. Equating the last term to $q^2/2\mu$ gives the reduced mass $\mu=\Delta/(2u^2)=0.455$. A trial pair function $e^{-r/\rho}$ in the screened potential of a sheet, $-2\pi/[q(1+r_0q)]$ in Fourier space, has the energy

$$\frac1{2\mu\rho^2}-\int_0^\infty\frac{dq}{(1+r_0q)\,[1+(q\rho/2)^2]^{3/2}},\qquad r_0=\frac{L(\varepsilon-1)}2 .$$

With the rough permittivity 5, $r_0=0.66$ nm and the minimum gives a binding energy of 2.4 eV at $\rho=0.33$ nm. With the π-band value, $r_0=0.14$ nm, it gives 6.0 eV at $\rho=0.17$ nm, smaller than the lattice constant and outside the effective-mass picture. Even the first figure is no more than a scale, but it says that bound pairs can move the absorption edge electron-volts below the onset for free pairs in the same layer. No refinement of the mesh repairs that.

Two other omissions can be sized within the model. A second-neighbour matrix element of $H$ that is 0.1 eV larger on the sublattice of site energy $+\Delta$ than on the other, with the gap at the zone corner held fixed, lowers the static permittivity to 1.82 and the effective electron number from 0.82 to 0.80; a difference of opposite sign raises both. The 0.1 eV is a trial size, not a fitted value. At 300 K the thermal carrier factor $e^{-2\Delta/2k_BT}$ is about $10^{-59}$, negligible in an undoped layer. Local fields and the shift of the gap by vibrations were not estimated. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
lattice constant 0.250 nm, thickness 0.330 nm
hopping 2.50 eV, gap 7.00 eV, eta 0.10 eV
bond length 0.1443 nm, cell volume 0.01786 nm^3
lattice term K = 0.411815 (1/electron mass)
interband sum S = 0.411815, K from bands = 0.411815
effective electrons per cell = 0.8236 (of 2 pi electrons)
model plasma energy = 7.974 eV
sum-rule integral = 99.872 eV^2
integral/target, eta 0.1 eV: 0.99999974
integral/target, eta 0.4 eV: 0.99999974
fraction of sum-rule weight below 9 eV = 0.6592
kick test 3 eV, eta 0.3 eV: time 1.98573+0.02999j, formula 1.98573+0.02999j
kick test 9 eV, eta 0.3 eV: time -0.40566+2.61910j, formula -0.40566+2.61909j
static eps = 1.8585
eps at 2.000 eV = 1.9113 + 0.0056 i
eps at 7.000 eV = 5.3356 + 1.8811 i
eps at 8.602 eV = 0.2206 + 4.9977 i
eps at 10.000 eV = -0.6418 + 1.1532 i
eps at 15.000 eV = 0.5252 + 0.0391 i
saddle energy 8.602 eV, grid peak 8.6 eV
top transition energy = 16.553 eV
mesh N | relative sum residual | spectral error / peak eps2
   6 | 8.55e-04 | 4.05e+00
  12 | 2.72e-07 | 1.86e+00
  24 | 1.36e-14 | 6.44e-01
  48 | 0.00e+00 | 1.56e-01
  96 | 0.00e+00 | 1.87e-02
 192 | 0.00e+00 | 4.71e-04
 384 | 1.35e-16 | 5.61e-07
N=5 residual -2.520431e-03, Fourier prediction -2.520431e-03 (1/m)
residual decay rate kappa = 1.4068 per mesh division
scaled envelope, N 13-19 over N 6-12 = 0.976
largest pair speed / a = 3.619 eV (hbar = 1)
log error drop: bare rate 5.305
  measured 6.732 (0.1 eV), 6.428 (0.2 eV)
mesh estimate for exponential factor 0.001: N = 250
false eps at 1 eV, N=6 lattice K: -0.05273
false eps at 1 eV, free-electron term: -88.131
yy/xx weight: true positions 1.000000, merged 3.000000
merged-site sum residual = 4.4e-15
second-neighbour difference 0.1 eV: static eps 1.8225
  effective electrons per cell 0.7951
reduced mass at K = 0.4552 electron masses
pi screening length 0.142 nm: exciton 5.99 eV
  exciton radius parameter 0.174 nm
rough full eps 5.0, screening length 0.660 nm
  exciton 2.36 eV, radius parameter 0.325 nm
kT at 300 K = 0.02585 eV
log10 exp(-gap/2kT) = -58.8
```
